# Full travel of an electrostatic plate above a dielectric coating

A rigid, flat conducting plate of area $A$ hangs on a linear spring of stiffness $K$. Below it is an air gap, of height $g$ when the spring is relaxed, and then a fixed dielectric coating of thickness $t$ and relative permittivity $k$ on a grounded electrode. A source holds the plate at voltage $V$. The travel $x$ is measured from the relaxed position towards the coating, so contact is at $x=g$.

With no coating, such a plate jumps into contact once the voltage passes a certain value. This jump is called pull-in. The problem asks how much coating removes it, what this costs, and where the answer stops being reliable.

Until stated otherwise, the plate stays parallel and is much wider than the gap and the coating, so edge fields are neglected. The coating is linear and uncharged, surfaces attract only through the applied voltage, and the voltage rises slowly enough for the plate to follow its equilibrium.

## (a) What force does the source exert on the plate?

**Solution.** Count fields as positive when they point down, from plate to ground. Let $E$ be the field in the air and $E_d$ that in the coating. With no free charge on the coating surface, the displacement is continuous: $\varepsilon_0E=k\varepsilon_0E_d$, so $E_d=E/k$. The voltage is the sum of the two drops,

$$V=E(g-x)+\frac{E}{k}t=E(G-x),\qquad G=g+\frac tk .$$

Electrically, the coating is an extra air gap $t/k$ that cannot close.

The field energy is

$$U=\frac A2\left[\varepsilon_0E^2(g-x)+k\varepsilon_0\frac{E^2}{k^2}t\right]=\frac{\varepsilon_0AE^2}{2}(G-x)=\frac{\varepsilon_0AV^2}{2(G-x)} .$$

The plate charge is $Q=\varepsilon_0AE=\varepsilon_0AV/(G-x)$. At fixed voltage the source does work $V\,dQ$ when charge $dQ$ flows, so its own energy changes by $-V\,dQ$. Field and source together have the energy

$$\Omega=U-QV=-\frac{\varepsilon_0AV^2}{2(G-x)} .$$

The force in the direction of increasing $x$ is therefore

$$F=-\frac{d\Omega}{dx}=\frac{\varepsilon_0AV^2}{2(G-x)^2}=\frac{\varepsilon_0AE^2}{2}.$$

It is positive, an attraction. The last form equals $QE/2$: the field falls from $E$ to zero across the charged surface layer of the metal, and the charge feels the average.

## (b) When can the plate be brought to every position without a jump?

**Solution.** Add the spring energy to obtain $W(x)=\tfrac12Kx^2+\Omega(x)$. Its slope is

$$W'=Kx-\frac{\varepsilon_0AV^2}{2(G-x)^2}
=\frac{\varepsilon_0A}{2(G-x)^2}\left[v(x)-V^2\right],\qquad
v(x)=\frac{2Kx(G-x)^2}{\varepsilon_0A}.$$

The plate is in equilibrium at $x$ when $V^2=v(x)$. Differentiating,

$$\frac{dv}{dx}=\frac{2K}{\varepsilon_0A}\left[(G-x)^2-2x(G-x)\right]
=\frac{2K}{\varepsilon_0A}(G-x)(G-3x).$$

At equilibrium the bracket in $W'$ vanishes, so only its derivative contributes to the curvature of $W$:

$$W''=\frac{\varepsilon_0A}{2(G-x)^2}\frac{dv}{dx}=K\,\frac{G-3x}{G-x}=K\left(1-\frac{2x}{G-x}\right).$$

This is the net stiffness. The electrostatic force softens the spring by the fraction $2x/(G-x)$. An equilibrium is stable for $x<G/3$ and unstable for $x>G/3$.

If $G\ge3g$, then $v(x)$ rises throughout $0\le x<g$. Each value of $V^2$ from zero up to $v(g)$ is met at one position, where $W$ has its only minimum within the travel. The plate moves continuously to the coating.

If $G<3g$, the point $G/3$ lies inside the gap. Once $V^2$ exceeds $v(G/3)$, the largest value of $v$ in the travel, $W'$ is negative everywhere and the plate runs to the coating. Positions beyond $G/3$ cannot be held.

The condition is therefore $g+t/k\ge3g$, or

$$\boxed{\frac tk\ge2g}$$

It is necessary and sufficient within the model. At equality, every position short of contact is stable, and the net stiffness reaches zero just as the plate touches.

A numerical sweep that raises the voltage in small steps and follows the local energy minimum shows the change. For $t/(kg)=1.0$ and $1.9$ the last rest positions are $0.660g$ and $0.962g$, against predicted limits of $0.667g$ and $0.967g$. For $t/(kg)=2$ and $3$ they are $0.994g$ and $1.000g$. The small shortfalls come from the finite voltage step. At a small distance $\delta$ from $G/3$, $v$ lies below its maximum by about $2KG\delta^2/(\varepsilon_0A)$. The step in $V^2$ was $10^{-4}KGg^2/(\varepsilon_0A)$, so the last rest position can fall short by up to about $0.007g$.

## (c) What does the coating cost in voltage, and why does it stabilize the plate?

**Solution.** For a thin coating, $t/k<2g$, pull-in occurs at

$$V_{\rm PI}^2=v\!\left(\frac G3\right)=\frac{2K}{\varepsilon_0A}\,\frac G3\left(\frac{2G}{3}\right)^2=\frac{8KG^3}{27\varepsilon_0A}.$$

Once landed, the plate stays down while the attraction at $x=g$ exceeds $Kg$, that is, while $V^2$ exceeds

$$V_c^2=v(g)=\frac{2Kg}{\varepsilon_0A}\left(\frac tk\right)^2 .$$

Since $v$ falls between $G/3$ and $g$, this release voltage is below $V_{\rm PI}$, and the motion has hysteresis. For $t/k\ge2g$ the same $V_c$ is both the contact voltage and the release voltage, and the hysteresis is gone, provided the surfaces do not stick.

At the critical thickness $V_c^2=8Kg^3/(\varepsilon_0A)$. The uncoated gap has $G=g$ and pulls in at $V_0^2=8Kg^3/(27\varepsilon_0A)$. With $K$, $g$ and $A$ held fixed,

$$\frac{V_c}{V_0}=\sqrt{27}\approx5.2 .$$

To see the mechanism, look at the voltage across the air alone, $V_a=E(g-x)$. Force balance, $Kx=\varepsilon_0AE^2/2$, fixes $E$ at each position whatever the coating, so

$$V_a^2=\frac{2Kx(g-x)^2}{\varepsilon_0A}.$$

This is $v(x)$ with $G$ replaced by $g$. It peaks at $x=g/3$ with the value $V_0^2$ and must then fall if the plate is to be held further in. A source connected directly across the air and swept upwards cannot follow that fall. The coating acts as a capacitor in series: as the plate approaches, more charge flows, and the drop across the coating, $Et/k$, grows as $\sqrt x$. When $t/k\ge2g$ this growth outweighs the fall in $V_a$ over the whole travel, so the total voltage keeps rising.

In the limit $t/k\gg g$, the field $V/(G-x)$ hardly changes with $x$. The source then effectively fixes the charge, the force is nearly independent of position, and the softening fraction tends to zero. The price is a contact voltage that grows in proportion to $t/k$.

## (d) Does charge trapped on the coating change the criterion?

**Solution.** Put a fixed, uniform charge $\sigma$ per unit area on the coating surface. The downward displacement increases by $\sigma$ on crossing it, so $k\varepsilon_0E_d=\varepsilon_0E+\sigma$, and

$$V=E(g-x)+\frac{\varepsilon_0E+\sigma}{k\varepsilon_0}\,t
\quad\Rightarrow\quad
E=\frac{V-V_\sigma}{G-x},\qquad V_\sigma=\frac{\sigma t}{k\varepsilon_0}.$$

The force is still $\varepsilon_0AE^2/2$, so $V$ is replaced by $V-V_\sigma$ everywhere. The turning point $G/3$ and the criterion stay where they were. The voltages shift, and the relaxed position now requires $V=V_\sigma$ rather than zero. Charge that drifts during use makes the position at a given voltage drift too.

## (e) What if the voltage is switched on suddenly?

**Solution.** Let the plate start at rest at $x=0$, without damping, with $t/k\ge2g$. For moving mass $m$, energy conservation gives

$$\frac{m\dot x^2}{2}=W(0)-W(x)=\frac{\varepsilon_0AV^2}{2}\left(\frac1{G-x}-\frac1G\right)-\frac{Kx^2}{2}
=\frac x2\left[\frac{\varepsilon_0AV^2}{G(G-x)}-Kx\right].$$

To pass a position $x$, the plate needs $V^2>KxG(G-x)/(\varepsilon_0A)$. The right side increases for $x<G/2$, which includes the whole travel because $G\ge3g$. The hardest position to pass is therefore $x=g$, and contact begins at

$$V_s^2=\frac{KgG(G-g)}{\varepsilon_0A},\qquad
\frac{V_s^2}{V_c^2}=\frac{G}{2(G-g)} .$$

The ratio is $3/4$ at the critical thickness, so $V_s=0.87V_c$, and it falls towards $1/2$ for very thick coatings. This contact is overshoot rather than pull-in: a stable rest position still exists short of the coating. Damping reduces the overshoot.

## (f) How stiff must the suspension be against tilt?

**Solution.** Take a square plate of side $L$ and tilt it by a small angle $\theta$ about a midline. With $s=G-x$, and each strip treated as locally parallel to the electrode, the capacitance is

$$C=\varepsilon_0L\int_{-L/2}^{L/2}\frac{dy}{s-\theta y}
\approx\varepsilon_0L\left[\frac Ls+\frac{\theta^2}{s^3}\frac{L^3}{12}\right],$$

because the term linear in $y$ integrates to zero. The energy $-CV^2/2$ then contributes a negative tilt stiffness of magnitude

$$\frac{\varepsilon_0AV^2L^2}{12s^3}=\frac{KxL^2}{6s},$$

where force balance, $\varepsilon_0AV^2=2Kxs^2$, was used. For $t/k\ge2g$, $x/s$ never exceeds $1/2$. If the suspension is symmetric about both midlines, small tilts about them do not mix with each other or with the vertical motion. A tilt stiffness above $KL^2/12$ about each midline then keeps the plate stable against small tilts over the whole travel.

Springs of total stiffness $K$ along two opposite edges provide $K(L/2)^2=KL^2/4$ about the midline between those edges. If spread evenly along the edges, they provide $KL^2/12$ about the other midline, which is enough whenever $t/k>2g$.

## (g) Apply the results to a copper plate over a low-k film.

Take a copper plate $10\ \mu\text{m}$ square and $1\ \mu\text{m}$ thick, $K=50$ N/m, $g=100$ nm, and a carbon-doped oxide film with $k=2.7$. Compare films of 100 nm and 800 nm, keeping everything else fixed.

**Solution.** The critical thickness is $2gk=2(100)(2.7)=540$ nm.

The 100 nm film has $t/k=37$ nm and $G=137$ nm. The plate pulls in after $137/3\approx46$ nm, at 6.6 V, and releases at 3.9 V if nothing sticks. More than half the gap is unusable for continuous positioning.

The 800 nm film has $t/k=296.3$ nm and $G=396.3$ nm. The turning point, 132 nm, lies beyond contact. With $\varepsilon_0A=8.854\times10^{-22}$ F m, the contact voltage is

$$V_c=\sqrt{\frac{2(50)(10^{-7})(2.963\times10^{-7})^2}{8.854\times10^{-22}}}\ \text{V}\approx31.5\ \text{V}.$$

| Travel (nm) | Applied (V) | Across air (V) | Net stiffness (N/m) |
|---:|---:|---:|---:|
| 25 | 19.7 | 4.0 | 43 |
| 50 | 26.0 | 3.8 | 36 |
| 75 | 29.6 | 2.3 | 27 |
| 100 | 31.5 | 0 | 16 |

The air voltage peaks at 4.09 V after 33 nm, which is the pull-in voltage of the uncoated gap, as part (c) requires. Most of the applied voltage lies across the film. The last 25 nm of travel take only 1.9 V, so positioning becomes more sensitive to voltage noise near contact. A sudden undamped step touches already at 25.8 V, but this figure applies only in vacuum. At atmospheric pressure $p_0$ the air trapped under a solid plate has a stiffness scale $p_0A/g\approx100$ N/m, twice that of the spring, and it escapes slowly. A squeeze-film estimate then gives no overshoot: at 25.8 V the plate creeps towards its rest position near 49 nm.

## (h) Does the real plate reach the film without a jump?

**Solution.** Not if its surfaces are smooth and bare, because van der Waals attraction takes over at small separations. Let atoms attract with energy $-C_6/r^6$, and let the two bodies have atomic densities $\rho_1$ and $\rho_2$. One atom at height $z$ above a half-space has energy

$$u(z)=-C_6\rho_1\int_z^\infty dz'\int_0^\infty\frac{2\pi r\,dr}{(r^2+z'^2)^3}
=-C_6\rho_1\int_z^\infty\frac{\pi\,dz'}{2z'^4}=-\frac{\pi C_6\rho_1}{6z^3}.$$

For two half-spaces a distance $d$ apart, the energy per area is $\rho_2\int_d^\infty u\,dz$. Its derivative with respect to $d$ gives an attractive pressure $\rho_2|u(d)|=A_H/(6\pi d^3)$, with the Hamaker constant $A_H=\pi^2C_6\rho_1\rho_2$. The corresponding loss of stiffness is $AA_H/(2\pi d^4)$.

For a rough $A_H=10^{-19}$ J, the net stiffness over the 800 nm film vanishes at a remaining gap of about 16 nm, at about 30 V. There the electrostatic softening is about 26 N/m and the van der Waals softening about 24 N/m, which together use up the 50 N/m of the spring. At the critical thickness the snap comes at about 19 nm. These values assume flat surfaces and neglect retardation, which weakens the attraction. In the wide-plate model, the criterion of part (b) removes the electrostatic instability, but not this one.

Edge fields matter as well. A two-dimensional field calculation for the plate edges, with corners omitted, gives 22% more force at a remaining gap of 20 nm than the wide-plate formula at the same voltage. The voltage needed there is thus lower by a factor $1/\sqrt{1.225}=0.90$. The softening fraction rises from 0.51 to 0.64. The plate is still electrostatically stable at that point, but with less margin. The margin shrinks further as the gap closes, because the field is concentrated at the lower edges of the plate. If these edges are sharp, fringing alone makes the plate unstable in the last several nanometres, even over the 800 nm film. The condition $t/k\ge2g$ therefore guarantees travel all the way to contact only in the wide-plate model.

One remedy is a set of small insulating stand-offs of height $b$ that stop the plate at $x=g-b$. If their area is negligible, the electrostatic condition becomes $G\ge3(g-b)$, or $t/k\ge2g-3b$. With $b=20$ nm over the 800 nm film, the stiffness left at the stop is about $50(1-0.64)=18$ N/m after fringing, less $AA_H/(2\pi b^4)\approx10$ N/m for van der Waals attraction. About 8 N/m remains, so the stop can be reached without a vertical snap on these estimates. The margin is thin: fringing and van der Waals attraction together put the snap at about 17 to 18 nm, only 2 to 3 nm beyond the stop, and doubling the rough Hamaker constant would use it up. The plate must also resist tilt. Fringing acts at the rim, where it softens tilt most, and van der Waals attraction adds to it, so the value $KL^2/12$ from part (f) is no longer safe. Springs at the four corners provide $KL^2/4$ about both midlines, which leaves a wide margin here.

The other corrections are of different kinds:

- **Trapped charge.** A density of $10^{11}$ elementary charges per cm² shifts the voltage by 5.4 V, or 17% of $V_c$.
- **Bending.** The contact load is a pressure $P=Kg/A=5\times10^4$ Pa. For a plate of thickness $h$ simply supported at two opposite edges, beam theory gives a midspan sag
$$\delta=\frac{12}{Yh^3}\,2\int_0^{L/2}\frac{P(Ly-y^2)}{2}\,\frac y2\,dy=\frac{5PL^4}{32Yh^3}.$$
The integrand is the bending moment times that of a unit load at midspan. A rough Young modulus $Y=120$ GPa gives 0.65 nm. For a plate held only at its four corners, plate theory with a Poisson ratio of 0.34 gives about 1.7 times this sag.
- **Thermal motion.** Equipartition gives $\sqrt{k_BT/W''}=0.016$ nm at 300 K near contact, using the net stiffness of 16 N/m from the table, which omits van der Waals attraction.
- **Breakdown.** At contact the film field is 0.39 MV/cm, against a rough breakdown field of 5 MV/cm. In a slow sweep the voltage across the air gap under the interior of the plate stays below 4.1 V. A sudden step to $V_c$ puts $V_cg/G=7.9$ V there at first. At the rim the drop in a slow sweep is larger, up to about 6 V directly below the edge and about 9 V to the film surface 100 nm outside it. All these are too little for an electron to ionize air molecules. For longer paths around the plate, the applied voltage is far below the rough 330 V Paschen minimum of air.
- **Field emission.** The air field is 1.06 MV/cm. For a triangular barrier with work function 4.6 eV and a tenfold local field enhancement, both rough values, the tunnelling factor is $e^{-63}$, which is negligible. Such a barrier is about 4 nm wide and needs 4.6 V across it, more than the air under the interior of the plate carries in a slow sweep. There electrons would have to cross the whole gap, so the estimate overstates tunnelling while the gap is wider than about 4 nm. At the rim more than 4.6 V can be available. An ideal square edge still gives a factor far below $e^{-63}$ at gaps of about 10 to 70 nm, but sharp asperities on the edge are not covered. Closer in, electrons may tunnel directly into traps at the film surface and charge it, which is not estimated here.

The permittivity is typical of a dense carbon-doped oxide. An 800 nm film is thick for the fine lower levels of a chip, and 31 V is far above logic supply voltages, so the example resembles a micromechanical actuator built in upper wiring layers. It does not describe ordinary air gaps between fixed copper lines, which have no soft suspension. Of the effects estimated here, surface attraction costs the actuator most travel: in the wide-plate estimate it removes about the last 16 nm of the 100 nm. Curling of the plate by built-in stress is not included and can be of similar size. Trapped charge and fringing change the voltages by roughly 10 to 20% for the values used here, and fringing also lowers the net stiffness near contact. The numerical output below lists the values used.

## Table of computed values

```
Slow sweep: t/(k g), last rest x/g found, x/g predicted
  0.2   0.394   0.400
  1.0   0.660   0.667
  1.9   0.962   0.967
  2.0   0.994   1.000
  3.0   1.000   1.000
Plate side 10 um, thickness 1 um, spring 50 N/m
Air gap 100 nm, film permittivity 2.7
Critical film thickness: 540 nm
Uncoated gap, pull-in voltage: 4.09 V
Critical film, contact voltage: 21.25 V
Ratio of these two voltages: 5.196
Thin film 100 nm: t/k 37.0 nm, G 137.0 nm
  pull-in travel 45.7 nm at 6.56 V
  release voltage without adhesion 3.94 V
Thick film 800 nm: t/k 296.3 nm, G 396.3 nm
  electrostatic turning point G/3: 132.1 nm
  travel nm, applied V, V across air, net stiffness N/m
    25   19.73   3.99   43.3
    50   26.02   3.76   35.6
    75   29.57   2.30   26.7
   100   31.49   0.00   16.2
  peak voltage across air 4.09 V at 33.3 nm
  sudden undamped step touches at 25.75 V
  tilt softening / edge-spring tilt stiffness at contact: 0.225
Neglected effects, thick film:
  Hamaker constant (rough) 1e-19 J
  van der Waals snap at remaining gap 16.1 nm, 29.95 V
  same for critical film: remaining gap 18.5 nm
  fringing at 20 nm remaining gap: extra force 22.5 %
  softening/K there: ideal 0.506, with fringing 0.641
  trapped charge 1e11 e/cm2 shifts voltage by 5.36 V
  plate bending (Young modulus 120 GPa, rough): 0.65 nm
  thermal motion at 300 K near contact: 0.016 nm rms
  field at contact: air 1.06 MV/cm, film 0.39 MV/cm
  rough film breakdown field 5 MV/cm
  rough Paschen minimum of air 330 V
  work function (rough) 4.6 eV, field enhancement 10
  field-emission factor exp(-63)
```
